# Camel's-back double minimum of two coupled bands with equal bare mass

In unstrained silicon the two lowest conduction bands meet at the zone-boundary point X, and the conduction minima lie a short way from it. A shear strain lifts the degeneracy at X. The minima then move towards X, the mass changes, and at a large enough splitting the two minima on either side of X should merge. How large must the splitting be, and what are the mass and the barrier before merging?

## The model and its conventions

Let $k$ be the wave number along one line through the band extremum, measured from that point. In the basis of the two states at $k=0$, take

$$
H(k)=\frac{\hbar^2k^2}{2m}+\begin{pmatrix}D/2&Pk\\Pk&-D/2\end{pmatrix},
$$

with splitting $D>0$ and the same bare mass $m>0$ in both bands. This mass contains the effect of all other bands and need not be the free-electron mass $m_0$. The coupling constant $P$ has the unit of energy times length. If $P$ is complex, its phase can be absorbed into one basis state, so we take $P>0$. Define

$$
D_c=\frac{2mP^2}{\hbar^2},\qquad\text{so that}\qquad \frac{P^2}{D_c}=\frac{\hbar^2}{2m}.
$$

The claim is that the lower branch has two minima separated by a local maximum at $k=0$ if and only if $D<D_c$.

## First derivation: the eigenvalues

The traceless part of $H$ squares to $(D^2/4+P^2k^2)$ times the unit matrix. Its eigenvalues are therefore $\pm s$, and

$$
E_\pm(k)=\frac{\hbar^2k^2}{2m}\pm s,\qquad s=\sqrt{\frac{D^2}{4}+P^2k^2}.
$$

**Stationary points.** Since $ds/dk=P^2k/s$,

$$
\frac{dE_-}{dk}=k\left(\frac{\hbar^2}{m}-\frac{P^2}{s}\right).
$$

The bracket vanishes when $s=mP^2/\hbar^2=D_c/2$. Now $s$ starts at $D/2$ for $k=0$ and grows steadily with $|k|$, which leaves two cases.

If $D<D_c$, then $s$ passes $D_c/2$ at one positive wave number $k_0$. For $0<k<k_0$ we have $s<D_c/2$, the bracket is negative and the energy falls. For $k>k_0$ it rises. Because $E_-$ is even in $k$, there are minima at $\pm k_0$ and a local maximum at $k=0$.

If $D\ge D_c$, then $s>D_c/2$ for every $k\ne0$. The energy rises on both sides of $k=0$, which is the single minimum.

This proves the claim for the whole line, not just near $k=0$. In the upper branch the bracket is $\hbar^2/m+P^2/s>0$, so that branch has one minimum for every $D>0$.

**Position and depth.** Setting $s^2=D_c^2/4$ gives $P^2k_0^2=(D_c^2-D^2)/4$, hence

$$
k_0=\frac{\sqrt{D_c^2-D^2}}{2P}.
$$

For the energy, replace $k^2$ by $(s^2-D^2/4)/P^2$ and use $\hbar^2/(2mP^2)=1/D_c$:

$$
E_-=\frac{s^2}{D_c}-\frac{D^2}{4D_c}-s
=\frac{(s-D_c/2)^2}{D_c}-\frac{D_c}{4}-\frac{D^2}{4D_c}.
$$

The square vanishes at the minimum. At $k=0$ the energy is $-D/2$, so the barrier is

$$
B=-\frac D2+\frac{D_c}{4}+\frac{D^2}{4D_c}=\frac{(D_c-D)^2}{4D_c}.
$$

This is a barrier along the $k$ axis, not an obstacle in real space.

**Masses.** Differentiating $k/s$ gives

$$
\frac{d}{dk}\frac ks=\frac1s-\frac{P^2k^2}{s^3}=\frac{D^2}{4s^3},
\qquad
\frac{d^2E_-}{dk^2}=\frac{\hbar^2}{m}-\frac{P^2D^2}{4s^3}.
$$

At $\pm k_0$, $s^3=D_c^3/8$. The last term becomes $2P^2D^2/D_c^3=(\hbar^2/m)D^2/D_c^2$. With $1/m^*=\hbar^{-2}\,d^2E_-/dk^2$,

$$
m^*(k_0)=\frac{m}{1-D^2/D_c^2}.
$$

At $k=0$, $s=D/2$, and the last term becomes $2P^2/D=(\hbar^2/m)D_c/D$. Thus

$$
m^*_-(0)=\frac{m}{1-D_c/D},\qquad m^*_+(0)=\frac{m}{1+D_c/D},
$$

where the upper branch has the opposite sign in front of the coupling term. For $D<D_c$ the first mass is negative, as it must be at a maximum.

## Second derivation: minimize over the mixing first

The lowest eigenvalue of a Hermitian matrix is the smallest expectation value over normalized states. Because $H$ is real, real states suffice. Write them as

$$
\chi=\begin{pmatrix}-\sin(\theta/2)\\ \cos(\theta/2)\end{pmatrix}.
$$

The diagonal part contributes $(D/2)[\sin^2(\theta/2)-\cos^2(\theta/2)]=-(D/2)\cos\theta$. The coupling contributes $-2Pk\sin(\theta/2)\cos(\theta/2)=-Pk\sin\theta$. The energy to be minimized is

$$
F(k,\theta)=\frac{\hbar^2k^2}{2m}-\frac D2\cos\theta-Pk\sin\theta .
$$

Minimizing over $\theta$ at fixed $k$ would return $E_-(k)$. Here the order is reversed: fix the mixing angle and find the best wave number. From $\partial F/\partial k=0$,

$$
k(\theta)=\frac{mP}{\hbar^2}\sin\theta .
$$

This is a minimum because $m>0$. Inserting it gives

$$
G(\theta)=-\frac{mP^2}{2\hbar^2}\sin^2\theta-\frac D2\cos\theta
=-\frac{D_c}{4}\sin^2\theta-\frac D2\cos\theta .
$$

The minima of $G$ correspond one to one to those of $E_-$. At fixed $k$, $F$ is a single sinusoid in $\theta$ with one minimum per period; at fixed $\theta$, it is an upward parabola in $k$. Eliminating either variable at its minimum therefore keeps every joint local minimum and adds none.

The derivative is

$$
\frac{dG}{d\theta}=\frac{\sin\theta}{2}\,(D-D_c\cos\theta).
$$

For $D\ge D_c$ it is positive throughout $0<\theta<\pi$, so the minimum is at $\theta=0$, where $k=0$. For $D<D_c$ it is negative until $\cos\theta_0=D/D_c$ and positive after that. The minima lie at $\pm\theta_0$, and

$$
k_0=\frac{mP}{\hbar^2}\sqrt{1-\frac{D^2}{D_c^2}}
=\frac{D_c}{2P}\sqrt{1-\frac{D^2}{D_c^2}},
$$

$$
G(\theta_0)=-\frac{D_c}{4}\left(1-\frac{D^2}{D_c^2}\right)-\frac{D^2}{2D_c}
=-\frac{D_c}{4}-\frac{D^2}{4D_c},
$$

as before. For small $\theta$, $G\approx-D/2+(D-D_c)\theta^2/4$. Admixing the upper state costs $D\theta^2/4$; the linear coupling, after paying for the kinetic energy, gains $D_c\theta^2/4$. The double minimum appears when the gain exceeds the cost.

The mass also follows without the eigenvalues. If $\theta$ adjusts to $k$, then $d\theta/dk=-F_{k\theta}/F_{\theta\theta}$, where subscripts denote derivatives, and the curvature along the branch is

$$
\frac{d^2E_-}{dk^2}=F_{kk}-\frac{F_{k\theta}^2}{F_{\theta\theta}} .
$$

Here $F_{kk}=\hbar^2/m$ and $F_{k\theta}=-P\cos\theta_0=-PD/D_c$. At the minimum, $Pk_0=(D_c/2)\sin\theta_0$, so

$$
F_{\theta\theta}=\frac D2\cos\theta_0+Pk_0\sin\theta_0
=\frac{D_c}{2}(\cos^2\theta_0+\sin^2\theta_0)=\frac{D_c}{2}.
$$

The curvature is $\hbar^2/m-2P^2D^2/D_c^3=(\hbar^2/m)(1-D^2/D_c^2)$, the earlier result.

## What each derivation assumes

Both use two bands, a coupling linear in $k$, and a positive bare mass. The first needs the eigenvalues in closed form. In return it gives both branches at every $k$. The second needs just the variational principle and finds the minima of the lower branch, together with the state there: the weight of the upper basis state is $\sin^2(\theta_0/2)=(1-D/D_c)/2$.

The second derivation also shows what changes when the masses differ. Suppose the lower and upper basis states have bare masses $m_l$ and $m_u$. The kinetic term in $F$ becomes $(\hbar^2k^2/2)[\cos^2(\theta/2)/m_l+\sin^2(\theta/2)/m_u]$. At $k=\theta=0$ we have $F_{kk}=\hbar^2/m_l$, $F_{k\theta}=-P$ and $F_{\theta\theta}=D/2$, so $k=0$ is a maximum when $D<2m_lP^2/\hbar^2$. The upper mass does not enter this local condition. It does enter $k_0$ and $B$.

The global statement also survives, with $m_l$ in place of $m$ in the threshold. Let $t=\sin^2(\theta/2)$ be the weight of the upper basis state, so that $\sin^2\theta=4t(1-t)$. Minimizing over $k$ gives

$$
G=-\frac D2+Dt-\frac{2P^2}{\hbar^2}h(t),\qquad h(t)=\frac{ab}{a+b},\quad a=m_lt,\quad b=m_u(1-t).
$$

Differentiating twice gives $h''=-2m_l^2m_u^2/(a+b)^3<0$, so $G$ is convex in $t$ and has a single minimum in $0\le t\le1$. Its slope is $D-2m_lP^2/\hbar^2$ at $t=0$ and $D+2m_uP^2/\hbar^2>0$ at $t=1$. The minimum is therefore at $t=0$, where $k=0$, if $D\ge2m_lP^2/\hbar^2$. Otherwise it lies at $0<t<1$, which means two minima at opposite $\theta$ and opposite $k$.

## The two ends of the range

**Near merging.** For $2P|k|\ll D$, expand the root to second order:

$$
s=\frac D2+\frac{P^2k^2}{D}-\frac{P^4k^4}{D^3}+\dots
$$

$$
E_-=-\frac D2+\frac{\hbar^2}{2m}\left(1-\frac{D_c}{D}\right)k^2+\frac{P^4k^4}{D^3}+\dots
$$

At $D=D_c$ the quadratic term vanishes and the minimum is quartic. A distance $\delta=|D-D_c|/D_c\ll1$ from merging, the inverse mass at the minimum is $2\delta/m$ below the threshold and $\delta/m$ above it, to first order. The mass diverges on both sides, but the parabola it describes covers a shrinking energy range. Below the threshold the barrier is only $B=D_c\delta^2/4$; above the threshold the quartic term catches up with the quadratic one where each is about $D_c\delta^2$.

**No splitting.** As $D\to0$, the minima approach $k=\pm mP/\hbar^2$, with mass $m$ and depth $D_c/4$. At $D=0$ the lower branch is $\hbar^2k^2/2m-P|k|$. The point $k=0$ is then a band crossing, where this energy-ordered branch has a cusp and therefore no effective mass. The two bands followed smoothly through the crossing, $\hbar^2k^2/2m\pm Pk$, both have mass $m$ there.

## A silicon-like example

Take $m=0.9\,m_0$ and $P=0.15$ eV nm, rough values for the regime of silicon near X. With $\hbar^2/m_0=0.0762$ eV nm²,

$$
D_c=\frac{2(0.9)(0.15)^2}{0.0762}\ \text{eV}=0.53\ \text{eV}.
$$

The curvature of numerically computed eigenvalues at $k=0$ changes sign at the same 0.5315 eV to the digits printed.

Let a tensile stress $\sigma=1.6$ GPa act along [110]. Its shear component is $\sigma/2$, and Hooke's law for a cubic crystal reads $\sigma/2=2c_{44}\varepsilon_{xy}$. With $c_{44}=80$ GPa,

$$
\varepsilon_{xy}=\frac{1.6}{4(80)}=0.005 .
$$

A rough splitting of 28 eV per unit tensor shear strain gives $D=0.14$ eV and $D/D_c=0.263$. Then

$$
k_0=\frac{\sqrt{0.5315^2-0.14^2}}{2(0.15)}\ \text{nm}^{-1}=1.71\ \text{nm}^{-1},
$$

$$
B=\frac{(0.5315-0.14)^2}{4(0.5315)}\ \text{eV}=72\ \text{meV},\qquad
m^*=\frac{0.9\,m_0}{1-0.263^2}=0.97\,m_0 .
$$

The splitting lowers the minimum by $D^2/(4D_c)=9.2$ meV and raises its mass by about 7 percent relative to $m$. At $k=0$ the lower branch has mass $-0.32\,m_0$. If $D$ stayed proportional to stress, merging would need 6.1 GPa.

With $m$ and $P$ fixed, raising $D/D_c$ to 0.95 gives a mass of $9.2\,m_0$ but a barrier of 0.33 meV. At 300 K, where $k_BT=26$ meV, that mass does not describe typical carriers: they sample energies far beyond the parabolic region.

## Comparison with real silicon

In silicon the two minima around X are the opposite valleys on the $z$ axis, seen across the zone boundary; they are not a splitting of one valley. For a rough lattice constant of 0.54 nm, the model puts them at 0.15 of $2\pi/a$ from X without shear, close to the real position. This reflects the choice of parameters and is not a prediction. Stresses of order 1 GPa are used in strained transistor channels. The 1.6 GPa here is on the high side, and 6.1 GPa is an extrapolation of linear elasticity well beyond typical device stress. Real devices break the restriction to one line in $k$-space and to carriers at the band bottom; as shown next, lifting both restrictions gives, within the model, a thermally averaged mass along $z$ at 300 K about 21 percent above the mass at the minimum.

**Temperature.** For a non-degenerate gas, integrate by parts. The boundary term vanishes because $E_-\to\infty$ at large $|k|$:

$$
\int\frac{d^2E_-}{dk^2}\,e^{-E_-/k_BT}dk=\frac1{k_BT}\int\left(\frac{dE_-}{dk}\right)^2e^{-E_-/k_BT}dk .
$$

With velocity $v=\hbar^{-1}dE_-/dk$, this says that $\langle v^2\rangle/k_BT$ equals the thermal average of the inverse mass. Call it $1/m_T$. Here $B/k_BT=2.8$, and $m_T=1.12\,m_0$, about 16 percent above the mass at the minimum. The curvature formula shows why: the inverse mass grows with $|k|$, so it is below its value at the minimum for $|k|<k_0$ and above it outside. The average is lower, so the inner region outweighs the outer one.

**Transverse motion.** Add $\hbar^2(k_x^2+k_y^2)/2m_t$ and replace $D/2$ by $D/2-\hbar^2k_xk_y/M$, with rough values $m_t=0.2\,m_0$ and $M=0.25\,m_0$. To first order in $k_xk_y$ at the minimum, where $s=D_c/2$, the term $-s$ changes by $+(D/D_c)\hbar^2k_xk_y/M$. With $u$ and $w$ the wave numbers along [110] and $[1\bar10]$, $k_xk_y=(u^2-w^2)/2$, so

$$
\frac1{m_{u,w}}=\frac1{m_t}\pm\frac{D}{D_c}\frac1M .
$$

The inverse masses are $5\pm0.263(4)$ in units of $1/m_0$: the mass is $0.165\,m_0$ along the stress and $0.253\,m_0$ across it. Averaged over the full three-dimensional branch, $m_T$ along $z$ becomes $1.17\,m_0$. Without the $k_xk_y$ term the transverse factors would cancel from the average, so the further 5 percent comes from that term.

**Degeneracy.** Each Gaussian integral over $dk/2\pi$ gives $(m_ik_BT/2\pi\hbar^2)^{1/2}$. Two spins and two valleys then give a parabolic effective density of states of $1.01\times10^{19}$ cm⁻³. The full branch gives $1.10\times10^{19}$ cm⁻³, 9 percent more. The thermal averages above require a density in this valley pair well below that value. They also describe a bulk gas: confinement in a thin channel quantizes one direction and is not included. Part of the thermal increase is present without shear, where the same three-dimensional average gives $0.93\,m_0$ against $m=0.9\,m_0$.

**Interband jumps.** A field $F$ along $z$ can drive a carrier with $k_x=k_y=0$ through $k=0$, where the branches are $D$ apart. The Landau–Zener formula, quoted here and not derived, gives the jump probability

$$
p=\exp\left(-\frac{\pi D^2}{4PeF}\right)
$$

for passage without scattering that starts and ends far from $k=0$. At 1 MV/cm, $eF=0.1$ eV/nm and $p=0.36$; direct time integration of the two amplitudes between distant end points gives the same value. At 0.1 MV/cm the formula gives $3\times10^{-5}$. A passage from one minimum to the other has somewhat different values. At the lower field the passage from $-k_0$ to $k_0$ gives $7.5\times10^{-5}$, about twice the formula. The value oscillates with the end points: within $0.3\ \text{nm}^{-1}$ of the minima it ranges from about one eighth to three times the formula. The jump stays rare there. For $k_x=k_y=0$, a single-branch description of such a ballistic passage is therefore good at the lower field and fails at the higher one. Transverse motion weakens the first conclusion. The $k_xk_y$ term changes the gap at $k=0$ to $|D-2\hbar^2k_xk_y/M|$, which closes for some carriers. Averaging the formula with this gap over the thermal transverse motion of carriers at the minimum, at 300 K, gives a jump probability of about 1 percent at the lower field. Jumps are then still uncommon, but a few carriers with a small gap make them far more frequent than $3\times10^{-5}$. Two further limits apply. The higher field exceeds the breakdown field of bulk silicon, roughly 0.3 MV/cm, so it illustrates the formula and is not a bulk operating condition. At the lower field the passage between the minima takes $2\hbar k_0/(eF)\approx0.2$ ps, long enough that scattering may interrupt it.

**Normal strain.** The same stress also stretches the crystal along $x$ and $y$ and shortens it along $z$. Subtracting Hooke's law for $zz$ from that for $xx$ gives $\sigma/2=(c_{11}-c_{12})(\varepsilon_{xx}-\varepsilon_{zz})$. With $c_{11}-c_{12}=102$ GPa and a rough deformation potential of 9 eV, the $z$ valleys shift by $-9(1.6/204)$ eV $=-71$ meV relative to the $x$ and $y$ valleys. Taken as a rigid shift, this leaves $D$, $k_0$ and $B$ unchanged. It is much larger than the 9.2 meV from shear, so it matters more for which valleys are occupied, while the shear sets the change of mass within the pair. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
INPUTS (rough, silicon-like regime)
bare mass m = 0.90 m0; coupling P = 0.15 eV nm
lattice constant = 0.54 nm
transverse mass = 0.20 m0; M = 0.25 m0
stiffness c11, c12, c44 = 166, 64, 80 GPa
splitting per shear strain = 28 eV
uniaxial deformation potential = 9 eV
stress along [110] = 1.60 GPa; T = 300 K
hbar^2/m0 = 0.07620 eV nm^2
THRESHOLD
Dc from formula = 0.5315 eV
Dc from eigenvalue curvature = 0.5315 eV
stress at which minima merge = 6.07 GPa
EXAMPLE
tensor shear strain = 0.500 percent
splitting D = 0.1400 eV; D/Dc = 0.2634
k0 at D = 0: 1.7717 1/nm
k0 at D = 0 over 2pi/a = 0.1523
k0 = 1.7091 1/nm; k0/(2pi/a) = 0.1469
energy at k = 0: -70.00 meV
energy at minimum: -142.09 meV
barrier = 72.09 meV
lowering of minimum by D = 9.22 meV
mass at minimum = 0.9671 m0
mass at k = 0, lower branch = -0.3218 m0
mass at k = 0, upper branch = 0.1876 m0
SERIES: D/Dc, k0 (1/nm), barrier (meV), mass (m0)
  0.25  1.7154  74.742  0.960
  0.50  1.5343  33.219  1.200
  0.75  1.1718  8.305  2.057
  0.95  0.5532  0.332  9.230
NEGLECTED EFFECTS
kT = 25.85 meV; barrier/kT = 2.79
thermal mass, one dimension = 1.1176 m0
thermal mass, full 3D branch = 1.1744 m0
mass along [110] = 0.1652 m0
mass along [1-10] = 0.2534 m0
density of states, full = 1.100e+19 cm^-3
density of states, parabolic = 1.010e+19 cm^-3
jump probability at 0.1 MV/cm = 3.49e-05
jump at 0.5 MV/cm, propagated = 0.1284
jump at 0.5 MV/cm, formula = 0.1284
jump at 1.0 MV/cm, propagated = 0.3584
jump at 1.0 MV/cm, formula = 0.3583
normal-strain valley shift = -70.6 meV
```
